# Choosing grid or Sturmian basis for two-dimensional excitons in momentum space

## What the setting controls

A solver for two-dimensional excitons may offer a radial momentum grid or a Laguerre-Sturmian basis. For pure Coulomb attraction their errors behave differently.

- On a grid of spacing $h$ in $\ln k$, omitting the singular point gives a ground-state error of order $h\ln(1/h)$. Singularity subtraction gives $h^3$, and a three-point correction gives $h^5$.
- With $N$ Sturmian functions of exponent $\beta$, the error of s state $n$, counted from $n=0$ for the ground state, falls as $N^{2n+1}\tau^{2N}$, where $\tau=(\kappa-\beta)/(\kappa+\beta)$ and $\kappa$ is the decay constant of the state.

For a ground-state error below $10^{-6}$ in the units used here, an error budget that does not rely on cancellation gives 429 points with subtraction and 89 with the correction. These grid sizes are sufficient rather than minimal. The smallest Sturmian basis at $\beta=1$ that meets the target has 9 functions.

## The equation and its angular decomposition

The model has parabolic bands, a uniform dielectric constant $\epsilon$, zero layer thickness and no electron-hole exchange. Units are exciton atomic units: $\hbar$, the reduced mass and $e^2/(4\pi\epsilon_0\epsilon)$ equal one. The energy unit is called the exciton hartree. The attraction $-1/r$ has the transform $-2\pi/q$, so

$$\frac{k^2}{2}\psi(\mathbf k)-\int\frac{d^2k'}{(2\pi)^2}\frac{2\pi}{|\mathbf k-\mathbf k'|}\psi(\mathbf k')=E\psi(\mathbf k).$$

Put $\psi=f(k)e^{im\phi}$. Energies depend on $|m|$, so take $m\ge0$. With $\theta=\phi'-\phi$, the sine part of $e^{im\theta}$ integrates to zero. Define

$$Q_{m-1/2}(z)=\int_0^\pi\frac{\cos m\theta\,d\theta}{\sqrt{2z-2\cos\theta}},\qquad z=\frac{k^2+k'^2}{2kk'}.$$

This is the half-integer Legendre function of the second kind. Since $|\mathbf k-\mathbf k'|=\sqrt{kk'}\sqrt{2z-2\cos\theta}$, the angular mean of $\cos m\theta/|\mathbf k-\mathbf k'|$ is $Q_{m-1/2}(z)/(\pi\sqrt{kk'})$, and

$$\frac{k^2}{2}f(k)-\frac1\pi\int_0^\infty dk'\sqrt{\frac{k'}{k}}\,Q_{m-1/2}(z)f(k')=Ef(k).$$

Now set $k=e^t$, $y=kf$ and $G=\sqrt k\,y=k^{3/2}f$. Then $z=\cosh(t-t')$ and $dk'=k'dt'$. Multiplication by $k$ gives

$$\frac{k^2}{2}y(t)-\frac{\sqrt k}{\pi}\int_{-\infty}^{\infty}dt'\,Q_{m-1/2}(\cosh(t-t'))\,G(t')=Ey(t).$$

The norm is $\int kf^2dk=\int y^2dt$. On a uniform grid in $t$ the matrix is symmetric, and $Q$ is needed only at multiples of $h$.

To evaluate it for $t>0$, write $2\cosh t-2\cos\theta=e^t(1-e^{-t+i\theta})(1-e^{-t-i\theta})$ and expand $(1-u)^{-1/2}=\sum_l a_lu^l$ in both factors. The integral keeps powers differing by $m$:

$$Q_{m-1/2}(\cosh t)=\pi e^{-t/2}\sum_{l\ge0}a_la_{l+m}e^{-(2l+m)t}.$$

The sum is a hypergeometric function, and for $m=0$ a complete elliptic integral.

## The logarithm and its subtraction

Let $x=t'-t$. For $m=0$, put $\theta=2\alpha$ and $s=\sinh(|x|/2)$, so that $Q_{-1/2}=\int_0^{\pi/2}d\alpha/\sqrt{s^2+\sin^2\alpha}$. Split the numerator into $\cos\alpha$ and $1-\cos\alpha$. For small $s$ the first part gives $\operatorname{arsinh}(1/s)\to\ln(2/s)$, and the second $\int_0^{\pi/2}\tan(\alpha/2)d\alpha=\ln2$. Hence $Q_{-1/2}\to\ln(4/s)=\ln(8/|x|)$.

Raising $m-1$ to $m$ subtracts

$$\int_0^\pi\frac{\cos(m-1)\theta-\cos m\theta}{2\sin(\theta/2)}d\theta=\int_0^\pi\sin\big((m-\tfrac12)\theta\big)d\theta=\frac{2}{2m-1}.$$

Therefore

$$Q_{m-1/2}(\cosh x)\to-\ln|x|+R_m,\qquad R_m=\ln8-\sum_{p=1}^m\frac{2}{2p-1}.$$

More fully, Legendre's equation has a double exponent zero at $z=1$. Thus $Q=-P(\cosh x)\ln|x|$ plus an even smooth function, where $P$ is the regular Legendre solution, equal to $1+O(x^2)$.

The diagonal is infinite, so rewrite the integral as

$$\int QG\,dt'=\int Q\,[G(t')-G(t)]\,dt'+C_mG(t),\qquad C_m=\int_{-\infty}^{\infty}Q_{m-1/2}(\cosh x)dx.$$

To find $C_m$, apply the attraction to $f=k^{-3/2}$, for which $G=1$. The result is $C_m/(\pi\sqrt k)$. In position space the same operation is a Hankel transform, multiplication by $1/r$, and a transform back. By scaling, $\int k\,k^{-3/2}J_m(kr)dk=b\,r^{-1/2}$. The function $k^me^{-k^2/2}$ is its own Hankel transform, so equality of the inner products before and after transformation gives

$$\int_0^\infty k^{m-1/2}e^{-k^2/2}dk=b\int_0^\infty r^{m+1/2}e^{-r^2/2}dr,$$

and hence $b=2^{-1/2}\Gamma(\frac m2+\frac14)/\Gamma(\frac m2+\frac34)$. Multiplication by $1/r$ leaves $b\,r^{-3/2}$, whose transform is $b^2k^{-1/2}$. Thus $C_m=\pi b^2$:

$$C_m=\frac\pi2\left[\frac{\Gamma(\frac m2+\frac14)}{\Gamma(\frac m2+\frac34)}\right]^2,\qquad C_0=13.750,\quad C_1=2.871.$$

The discrete rule has off-diagonal weights $hQ(\cosh jh)$ and diagonal weight

$$W_0=C_m-2h\sum_{j\ge1}Q_{m-1/2}(\cosh jh).$$

## Grid error with subtraction

The trapezoidal rule differs from the integral of $F$ by $\sum_{n\ne0}\hat F(2\pi n/h)$, by Poisson summation. Non-smooth points of $F$ control this sum at small $h$. Here $F=Q[G(t+x)-G(t)]$. Its logarithm has coefficient $g(x)=-P(\cosh x)[G(t+x)-G(t)]$, with $g(0)=0$ and $g''(0)=-G''(t)$.

The term in $x\ln|x|$ is odd and cancels between $\pm n$. The transform of $\ln|x|$ at nonzero frequency $\omega$ is $-\pi/|\omega|$. Two derivatives with a minus sign give $2\pi/|\omega|^3$ for $x^2\ln|x|$. The error is therefore

$$2\sum_{n\ge1}\frac{g''(0)}2\,\frac{2\pi h^3}{(2\pi n)^3}=\frac{\zeta(3)h^3}{4\pi^2}g''(0)=-\frac{\zeta(3)h^3}{4\pi^2}G''(t).$$

The attraction enters $H$ with factor $-\sqrt k/\pi$. First-order perturbation theory and one integration by parts give

$$\Delta E=\frac{\zeta(3)h^3}{4\pi^3}\frac{\int GG''dt}{\int y^2dt}=-\frac{\zeta(3)h^3}{4\pi^3}\frac{\int G'^2dt}{\int y^2dt}.$$

The grid energy is too low at this order, so it is not a variational upper bound.

For the ground state, $e^{-2r}$ in position space, $f=(k^2+4)^{-3/2}$ up to normalization and $E=-2$; both follow from the Sturmian equation below. First, $\int y^2dt=\int k(k^2+4)^{-3}dk=1/64$. With $k=2u$,

$$G^2=\frac{u^3}{8(1+u^2)^3},\qquad G'=\frac32\,\frac{1-u^2}{1+u^2}\,G.$$

Since $dt=du/u$, the substitution $u=\tan\alpha$ gives

$$\int G'^2dt=\frac9{32}\int_0^\infty\frac{u^2(1-u^2)^2}{(1+u^2)^5}du=\frac9{32}\int_0^{\pi/2}\frac{\sin^24\alpha}{16}d\alpha=\frac{9\pi}{2048}.$$

The ratio to the norm is $9\pi/32$, so

$$\Delta E=-\frac{9\zeta(3)}{128\pi^2}h^3=-0.008564\,h^3.$$

Diagonalization on $-16\le\ln k\le16$ gives errors of $-6.869\times10^{-5}$ at $h=0.2$ and $-8.569\times10^{-6}$ at $h=0.1$. The formula gives $-6.851\times10^{-5}$ and $-8.564\times10^{-6}$.

The known error can be removed by adding $\zeta(3)h^3G''/(4\pi^2)$ to the discrete integral, with $h^2G''$ replaced by $G_{i+1}-2G_i+G_{i-1}$. This lowers $W_0$ by $\zeta(3)h/(2\pi^2)$ and raises each nearest-neighbour weight by $\zeta(3)h/(4\pi^2)$. The remaining $x^4\ln|x|$ term and the second-difference error are both of order $h^5$. The errors become $-6.6\times10^{-7}$ and $-2.05\times10^{-8}$, a measured order of 5.00.

## What omitting the point costs

Setting $W_0=0$ discards attraction. To find how much, compare $Q$ with $\ell(x)=-\ln|2\sin(x/2)|$, which has the same logarithm and zero integral over a period. For $h=2\pi/M$, the identity $\prod_{j=1}^{M-1}2\sin(\pi j/M)=M$ makes its trapezoidal sum without the singular point $-h\ln(2\pi/h)$. Near zero, $Q-\ell$ tends to $R_m$, so omitting that point loses a further $hR_m$. Away from zero both functions can be joined smoothly to zero without changing this local error. Thus

$$W_0=h\left[\ln(2\pi/h)+R_m\right]+O(h^3).$$

For $m=0$ this is $h\ln(16\pi/h)$, or 0.622 at $h=0.1$.

The first-order energy error is $(W_0/\pi)\int G^2dt/\int y^2dt$. Here $\int G^2dt=\frac18\int u^2(1+u^2)^{-3}du=\pi/128$, so the ratio is $\pi/2$ and

$$\Delta E\simeq\frac h2\ln\frac{16\pi}{h}.$$

At $h=0.025$ this predicts 0.0951; diagonalization gives 0.0937. That is nearly 5% of the binding energy. Refining such a grid is a poor substitute for subtraction.

## Range and numerical stability

Let $y_T$ be the part of the exact state outside the grid. Since $(H-E)y=0$, dropping it leaves a trial state with $\langle H-E\rangle=\langle y_T|H-E|y_T\rangle$, divided by a norm close to one. This quotient bounds the shift from above. Relaxation of the retained components lowers it by a term quadratic in the attraction acting on $y_T$, of order $k_{\max}^{-4}$ or $k_{\min}^4$ up to logarithms, which is neglected here. At large $k$, the normalized density is $y^2\simeq64k^{-4}$ and the kinetic energy dominates. At small $k$, $y^2\simeq k^2$ and $-E=2$ dominates. Hence

$$\Delta E_{\rm range}\simeq\int_{k_{\max}}^\infty32k^{-2}\frac{dk}{k}+\int_0^{k_{\min}}2k^2\frac{dk}{k}=\frac{16}{k_{\max}^2}+k_{\min}^2.$$

Each edge lies half a spacing beyond the last point. With $h=0.1$, stopping at $\ln k=6$ costs $8.84\times10^{-5}$, against $8.90\times10^{-5}$ from this estimate. Starting at $\ln k=-6$ costs $5.54\times10^{-6}$, against $5.56\times10^{-6}$.

A wide range creates another difficulty. At $\ln k=16$ the kinetic energy is about $4\times10^{13}$. Machine epsilon times the matrix norm, the worst-case rounding error of an energy in double precision, is then about $10^{-2}$. The actual error depends on the solver and on the ordering of the points. A standard dense diagonalization at $h=0.1$ shifted the ground state by a few times $10^{-4}$ with $k$ increasing, far above the spacing error, and by about $10^{-12}$ with the order reversed. Write $H=k^2/2-V$, with $V$ the attraction matrix, and let $D=k^2/2+c$, with $c$ larger than the binding energy. Then

$$(H+c)^{-1}=D^{-1/2}\left(1-D^{-1/2}VD^{-1/2}\right)^{-1}D^{-1/2}.$$

Its eigenvalues are $1/(E+c)$, so the lowest bound state has the largest one. The wide-grid results here use this inverse with $c=4$.

## The Sturmian basis

For fixed $m$, take

$$S_j(r)=r^me^{-\beta r}L_j^{(2m)}(2\beta r),\qquad j=0,1,\ldots,N-1.$$

With $x=2\beta r$ and $w=e^{-x/2}L$, the radial Laplacian of $r^mw$ is $4\beta^2r^m[w''+(2m+1)w'/x]$. The bracket equals

$$e^{-x/2}\left\{\frac{xL''+(2m+1-x)L'-(m+\frac12)L}{x}+\frac L4\right\}.$$

Laguerre's equation replaces the first two terms by $-jL$. Multiplication by $-\frac12\cdot4\beta^2$ gives

$$\left(-\frac{\nabla^2}2+\frac{\beta^2}2\right)S_j=\frac{\beta(j+m+\frac12)}rS_j.$$

If $\beta(j+m+\frac12)=1$, this is the exciton equation itself. The exact energies are therefore

$$E=-\frac{\kappa^2}2,\qquad\kappa=\frac1{n+m+\frac12}.$$

This is also a momentum-space basis. For $m=0$, $\int_0^\infty re^{-ar}J_0(kr)dr=a/(a^2+k^2)^{3/2}$. The Laguerre generating function in a parameter $v$ amounts to $a=\beta(1+v)/(1-v)$ with prefactor $1/(1-v)$. The transform is then

$$\frac{\beta(1-v^2)}{(k^2+\beta^2)^{3/2}(1-2Xv+v^2)^{3/2}},\qquad X=\frac{k^2-\beta^2}{k^2+\beta^2}.$$

Because $(1-v^2)(1-2Xv+v^2)^{-3/2}=\sum_j(2j+1)v^jP_j(X)$,

$$\tilde S_j(k)=\frac{\beta(2j+1)P_j(X)}{(k^2+\beta^2)^{3/2}}.$$

No singular integral has to be discretized: the Sturmian equation says that the Coulomb kernel multiplies $\tilde S_j$ by $(k^2+\beta^2)/[2\beta(j+\frac12)]$.

Normalize by $\int S_iS_jdr=\delta_{ij}$. The matrix of $1/r$, with area element $r\,dr$, is then the identity. The recurrence for $xL_j^{(2m)}$ gives the overlap

$$O_{jj}=\frac{2j+2m+1}{2\beta},\qquad O_{j,j+1}=-\frac{\sqrt{(j+1)(j+2m+1)}}{2\beta}.$$

The Sturmian equation gives $H=-\frac{\beta^2}2O+\mathrm{diag}[\beta(j+m+\frac12)-1]$. The problem $Hc=EOc$ is tridiagonal, and its energies are upper bounds.

## Why its convergence is geometric

Take the ground state, $\kappa=2$. The generating function expands $e^{-\kappa r}$ with coefficients $c_j=\tau^j$, because $2\beta\tau/(1-\tau)=\kappa-\beta$. Its norm in this scaling is

$$\mathcal N=c^TOc=\frac{2\beta}{(1-\tau)^2}\int_0^\infty re^{-2\kappa r}dr=\frac{(\kappa+\beta)^2}{8\beta\kappa^2}.$$

Let $p_j(E)$ solve the recurrence upward from $p_0=1$. Then $p_j(-\kappa^2/2)=c_j$, and a basis of $N$ functions requires $p_N(E_N)=0$. Let $q_j=dp_j/dE$ at the exact energy, and let $A=H+\frac{\kappa^2}2O$. Then $Ac=0$ and $Aq=Oc$. Multiply row $i$ of the second equation by $c_i$, subtract $q_i(Ac)_i=0$, and sum to $i=j$. All but the last coupling cancel:

$$A_{j,j+1}(c_jq_{j+1}-c_{j+1}q_j)=\sum_{i\le j}c_i(Oc)_i\simeq\mathcal N.$$

Using $\kappa^2-\beta^2=(\kappa+\beta)^2\tau$,

$$A_{j,j+1}=-\frac{(\kappa+\beta)^2\tau(j+1)}{4\beta}.$$

Division by $A_{j,j+1}c_jc_{j+1}$ gives

$$\frac{q_{j+1}}{c_{j+1}}-\frac{q_j}{c_j}\simeq-\frac{\tau^{-2(j+1)}}{2\kappa^2(j+1)}.$$

Start from $q_0=0$, sum, and impose $c_N+\Delta E\,q_N=0$ to first order in $\Delta E$:

$$\Delta E\simeq\frac{2\kappa^2}{\sum_{j=1}^N\tau^{-2j}/j}\;\longrightarrow\;2\kappa^2(1-\tau^2)N\tau^{2N}.$$

At $\beta=1$, $\tau^2=1/9$. For $N=4$ the computed error is $4.10\times10^{-3}$ and the sum formula gives $4.14\times10^{-3}$; for $N=8$ both give $1.297\times10^{-6}$. At $N=2$ the formula gives 0.162, about 20% above the computed 0.134, and both approximations contribute. The exact partial sums are $1/3$ and $8/27$ instead of $\mathcal N=9/32$. With them the first-order step gives 0.150, and the remaining excess is the error of that step. At $\beta=0.5$, $\tau^2=0.36$ and the error at $N=8$ is still $1.0\times10^{-2}$.

An excited s state contains $r^ne^{-\kappa r}$. Each power of $r$ is a derivative with respect to $\kappa$, which brings down a factor $j$ from $\tau^j$. Thus $c_j\sim j^n\tau^j$. Together with the factor $j$ in $A_{j,j+1}$, this gives an error proportional to $N^{2n+1}\tau^{2N}$. For $n=1$, $\beta=4$ and $N$ from 30 to 42, the fitted power of $N$ is 3.22, compared with the limiting value 3.

## Choosing the settings

**Exponent.** For one state, choose $\beta$ near $\kappa$. At equality, the state is in the span of the first $n+1$ functions. For several states, $|\tau|=\tanh(\frac12|\ln(\kappa/\beta)|)$, so $\beta=\sqrt{\kappa_{\min}\kappa_{\max}}$ minimizes the largest $|\tau|$. For the first three s states, $\kappa$ runs from 2 to 0.4 and this gives $\beta\simeq0.89$. This balances only the geometric factor. The prefactor $N^{2n+1}$ weighs on the excited states, so at finite $N$ a somewhat smaller exponent can do better: at $N=12$ the largest error of the three states is $4.3\times10^{-6}$ for $\beta=0.894$ and $3.7\times10^{-7}$ for $\beta=0.8$.

With $\beta=1$ and $N=12$, the ground-state error is $3.0\times10^{-10}$, but that of the $n=2$ s state is $3.1\times10^{-5}$. The corrected grid with $h=0.1$ gives errors of magnitude $2.1\times10^{-8}$ and $9.4\times10^{-8}$ for these states. The grid is less sensitive to the size of the exciton.

**Grid size.** For a ground-state target $\varepsilon$, allow $\varepsilon/4$ for each cutoff and $\varepsilon/2$ for the spacing. Then $k_{\min}=\sqrt{\varepsilon}/2$, $k_{\max}=8/\sqrt\varepsilon$, and the logarithmic range is $\ln(16/\varepsilon)$. For $\varepsilon=10^{-6}$ the range is 16.6. Subtraction requires $h=(0.5\times10^{-6}/0.008564)^{1/3}=0.0388$, hence 429 points. The corrected error at $h=0.1$ gives a coefficient $2.05\times10^{-8}/0.1^5=2.05\times10^{-3}$, hence $h=0.189$ and 89 points. The net errors, $-2.7\times10^{-8}$ and $-1.2\times10^{-7}$, are far below the target because the positive cutoff errors largely cancel the negative spacing error. These point counts are therefore sufficient, not minimal.

**Physical energy.** For reduced mass $0.1$ electron masses and $\epsilon=5$, the exciton hartree is the ordinary hartree times $0.1/5^2$, or 0.10885 eV. The binding energy is $2\times0.10885=0.2177$ eV. These are model parameters, and the numerical precision says nothing about effects left out of the model.

**Other interactions.** The $h^5$ result was derived for the pure Coulomb kernel. With the Rytova-Keldysh form,

$$\frac1{q(1+r_0q)}=\frac1q-r_0+r_0^2q+\cdots$$

at small $q$, where $r_0$ is the screening length. The first term keeps the same leading logarithm, so subtraction remains appropriate. The angular mean of the term in $q$ contains $x^2\ln|x|$, which leaves a new $h^3$ error if only the Coulomb part of the kernel is subtracted. Subtracting with the integral of the full kernel, which then depends on $k$, makes this term multiply $G(t')-G(t)$ and removes it at order $h^3$. These orders are reached only when $hr_0k\ll1$ over the momenta the state occupies. For $r_0=20$ in the units used here and the three-point correction, the energy changes from $h=0.2$ to $0.1$ and from $0.1$ to $0.05$ are still in the ratio 6.6 with Coulomb-only subtraction and 19 with full subtraction, against the limits 8 and 32. In the Sturmian basis, the attraction is no longer the identity matrix. Its convergence rate must then be established for that interaction by varying both $N$ and $\beta$.
